# Unitary and Antiunitary Symmetry of a Homonuclear Diatomic in a Magnetic Field

## The form of the answer

A magnetic field is an axial vector and changes sign under time reversal. A point operation $g$, written as an orthogonal $3\times3$ matrix, therefore turns a field $\mathbf B$ into $\det(g)\,g\mathbf B$, and time reversal turns it into $-\mathbf B$. An operation that maps the nuclei onto themselves has two ways of remaining a symmetry. Either it leaves the field alone,

$$\det(g)\,g\mathbf B=+\mathbf B ,\tag{1}$$

or it reverses the field and time reversal repairs the damage,

$$\det(g)\,g\mathbf B=-\mathbf B .\tag{2}$$

The first kind is unitary, the second antiunitary. What remains is to show that the Hamiltonian obeys this rule and has no further geometric symmetry, and to find what the antiunitary half does to the orbitals.

The nuclei are fixed, the field is uniform, and spin–orbit coupling is left out at first. Atomic units are used. The bond lies along $z$, its midpoint is the origin, and $\mathbf B=(B_x,0,B_z)$ lies in the $xz$ plane at an angle $\beta$ to the bond.

## Simple case: field along the bond

For one electron of charge $-1$,

$$H(\mathbf B)=\tfrac12(\mathbf p+\mathbf A)^2+V(\mathbf r),\qquad \mathbf A=\tfrac12\mathbf B\times\mathbf r .$$

The spin Zeeman energy, with $g$-factor 2, adds the constant $Bm_s$ when the spin is quantized along $\mathbf B$, and is omitted. Since $\nabla\cdot\mathbf A=0$, $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$, and the cross term of the square is

$$\mathbf A\cdot\mathbf p=\tfrac12(\mathbf B\times\mathbf r)\cdot\mathbf p=\tfrac12\mathbf B\cdot(\mathbf r\times\mathbf p)=\tfrac12\mathbf B\cdot\mathbf L .$$

With $|\mathbf B\times\mathbf r|^2=B^2r^2-(\mathbf B\cdot\mathbf r)^2$ this gives

$$H(\mathbf B)=\tfrac12p^2+V+\tfrac12\mathbf B\cdot\mathbf L+\tfrac18\left[B^2r^2-(\mathbf B\cdot\mathbf r)^2\right].\tag{3}$$

For $\mathbf B\parallel z$ the field terms are $\tfrac12BL_z+\tfrac18B^2(x^2+y^2)$. Rotations about $z$ and inversion commute with both, and they generate $C_{\infty h}$. A reflection $\sigma_v$ in a plane containing the bond reverses $L_z$, so it is lost as a unitary symmetry. Complex conjugation $K$ also reverses $L_z$, because $K\mathbf pK=-\mathbf p$. The product of the two survives.

The orbitals carry $m$, the eigenvalue of $L_z$, and a parity. Apart from $\tfrac12BL_z$, the Hamiltonian is real, so its levels depend on $|m|$. Hence, for two partners $\pm m$,

$$E(+m)-E(-m)=\tfrac12Bm-\tfrac12B(-m)=Bm .\tag{4}$$

**Limit $B\to0$.** The splitting vanishes and the pair $\pm m$ is degenerate, as it must be for a $\pi$ or $\delta$ level.

The numerical example is H$_2^+$ with $R=2$ bohr in a field of 0.2 a.u. ($4.70\times10^4$ T), treated in the aug-cc-pVTZ basis with a common gauge origin at the midpoint. This field is several hundred times the strongest non-destructive laboratory fields (about 100 T); it is chosen to make the effects visible, and the symmetry rules do not depend on its strength. Its energies are electronic, without nuclear repulsion. The digits quoted belong to this basis: in a near-complete basis the two lowest orbitals drop by 0.3 to 0.8 mhartree and the $\pi_u$-derived ones by about 2 mhartree. The lowest ungerade pair with $m=\pm1$ lies at $-0.29053$ and $-0.49053$ hartree. The difference is $0.20000$ hartree, as (4) requires.

## General direction: proof of the rule

Define $(U_g\psi)(\mathbf r)=\psi(g^{-1}\mathbf r)$. Then $U_g\mathbf rU_g^{-1}=g^{-1}\mathbf r$, and the same holds for $\mathbf p$. A cross product of two rotated vectors acquires the determinant, so

$$U_g\mathbf LU_g^{-1}=(g^{-1}\mathbf r)\times(g^{-1}\mathbf p)=\det(g)\,g^{-1}\mathbf L .$$

Because $g$ is orthogonal, $\mathbf B\cdot g^{-1}\mathbf L=(g\mathbf B)\cdot\mathbf L$. The linear term in (3) thus keeps its form with the new field

$$\mathbf B'=\det(g)\,g\mathbf B .$$

In the quadratic term, $r^2$ and $B^2$ are unchanged and $(\mathbf B\cdot g^{-1}\mathbf r)^2=(g\mathbf B\cdot\mathbf r)^2=(\mathbf B'\cdot\mathbf r)^2$, since the sign of the determinant is squared. If $g$ belongs to the point group of the nuclei, $V$ is invariant and

$$U_gH(\mathbf B)U_g^{-1}=H(\det(g)\,g\mathbf B),\qquad KH(\mathbf B)K=H(-\mathbf B).\tag{5}$$

So $U_g$ commutes with $H(\mathbf B)$ when (1) holds, and $U_gK$ does so when (2) holds.

For the converse, let $g$ be any orthogonal matrix and suppose that $U_g$ commutes with $H(\mathbf B)$. The terms of first order in $\mathbf p$ must agree before and after:

$$\tfrac12\left[(\mathbf B'-\mathbf B)\times\mathbf r\right]\cdot\mathbf p=0 .$$

The bracket must vanish for every $\mathbf r$, hence $\mathbf B'=\mathbf B$. The quadratic terms then agree, and what is left is $V(g^{-1}\mathbf r)=V(\mathbf r)$. A change of $V$ cannot be compensated by the field. For $U_gK$ the same comparison gives $\mathbf B'=-\mathbf B$ and again an invariant $V$. The rule is therefore complete for geometric operations; dynamical symmetries that do not come from a motion of space are outside it.

**Another gauge origin.** Moving the origin of $\mathbf A$ to $\mathbf r_0$ adds $-\tfrac12\mathbf B\times\mathbf r_0=\nabla\chi$, with $\chi=-\tfrac12(\mathbf B\times\mathbf r_0)\cdot\mathbf r$. Since $e^{-i\chi}\mathbf pe^{i\chi}=\mathbf p+\nabla\chi$, the new Hamiltonian is $e^{-i\chi}He^{i\chi}$. Each symmetry operation is conjugated by the same phase, and characters and squares stay as they were. The labels do not depend on the gauge origin, although the operations then include a position-dependent phase. This holds for the exact operator. A fixed finite basis is not closed under the phase: in aug-cc-pVTZ, moving the origin to a nucleus shifts the six lowest levels by up to 3 mhartree in the perpendicular field.

## Reduction of $D_{\infty h}$

For the inversion $i$, $\det(i)\,i\mathbf B=(-1)(-\mathbf B)=\mathbf B$. It is a unitary symmetry for every field direction, and $g$ and $ig$ act alike on $\mathbf B$. It is enough to examine the proper rotations of $D_{\infty h}$ and multiply the result by $\{E,i\}$.

A rotation $C(\varphi)$ about the bond gives

$$(B_x,0,B_z)\to(B_x\cos\varphi,\;B_x\sin\varphi,\;B_z).$$

A half turn $C_2'(\alpha)$ about $\mathbf n=(\cos\alpha,\sin\alpha,0)$ maps $\mathbf B$ to $2\mathbf n(\mathbf n\cdot\mathbf B)-\mathbf B$, which is

$$(B_x,0,B_z)\to(B_x\cos2\alpha,\;B_x\sin2\alpha,\;-B_z).$$

**Parallel, $B_x=0$.** Every $C(\varphi)$ preserves the field and every $C_2'$ reverses it. The unitary group is $C_{\infty h}$; the antiunitary elements are $K$ times all $C_2'$ and all $iC_2'=\sigma_v$.

**Perpendicular, $B_z=0$.** The field is preserved by $\varphi=0$ and $\alpha=0$, and reversed by $\varphi=\pi$ and $\alpha=\pi/2$. The unitary group is

$$C_{2h}=\{E,C_{2x},i,\sigma_{yz}\},$$

whose axis is the field and not the bond. The antiunitary elements are $K$ times $C_{2y},C_{2z},\sigma_{xz},\sigma_{xy}$.

**Oblique, both components nonzero.** A rotation about the bond keeps $B_z$, so it cannot reverse $\mathbf B$, and it preserves $B_x$ only for $\varphi=0$. A half turn reverses $B_z$, so it cannot preserve $\mathbf B$, and it reverses $B_x$ only for $\alpha=\pi/2$. Thus

$$C_i=\{E,i\},\qquad\text{with }K\times\{C_{2y},\sigma_{xz}\}.$$

If $K$ is ignored in the multiplication table, the three full groups are isomorphic to $D_{\infty h}$, $D_{2h}$ and $C_{2h}$. The last has its twofold axis along $y$, normal to both bond and field.

These lists were tested on 48 operations of $D_{\infty h}$: twelve rotations by multiples of $30^\circ$, twelve half turns, and their products with $i$. Each was applied to the Hamiltonian matrix, and those leaving it invariant, with or without conjugation, were the ones selected by (1) and (2): 24 unitary and 24 antiunitary in the parallel field, 4 and 4 in the perpendicular field, 2 and 2 at $30^\circ$.

**Limit $R\to0$.** For a united atom all orthogonal $g$ are allowed. Rotations preserving $\mathbf B$ are then those about $\mathbf B$, and the unitary group is $C_{\infty h}$ for every direction, with its axis along the field. The low symmetry of the oblique case comes from two competing axes and disappears when the molecular one does.

## What an antiunitary element can do to a label

Let $G$ be the unitary group and $a$ an antiunitary symmetry, so that $\langle a\phi|a\psi\rangle=\langle\psi|\phi\rangle$. In all three cases $G$ is commutative, and its irreducible representations are characters: $g\psi=\chi(g)\psi$. The antiunitary partner transforms as

$$g(a\psi)=a(a^{-1}ga)\psi=\chi(a^{-1}ga)^*\,a\psi ,$$

where the conjugate arises because $a$ conjugates numbers. There are three possibilities.

- If the new character differs from $\chi$, $a\psi$ is orthogonal to $\psi$ and has the same energy. Two labels are paired: type (c).
- If it equals $\chi$, put $g=a^2$. Since $a$ commutes with $a^2$, $\chi(a^2)$ equals its own conjugate, and being of modulus one it is $\pm1$. For $\chi(a^2)=-1$,
$$\langle a\psi|\psi\rangle=\langle a\psi|a^2\psi\rangle=-\langle a\psi|\psi\rangle=0 ,$$
so the same label must occur twice: type (b). The first equality uses antiunitarity with $\phi=\psi$ and $\psi\to a\psi$.
- For $\chi(a^2)=+1$, the function $\psi+a\psi$ is reproduced by $a$. If it happens to vanish, $i\psi$ is reproduced instead. One function suffices: type (a).

These are the irreducible corepresentations. The types are distinguished by one sum. Write the antiunitary elements as $ga$, with $a$ fixed. Then $(ga)^2=g(aga^{-1})a^2$, and

$$\frac1{|G|}\sum_g\chi\big((ga)^2\big)=\chi(a^2)\,\frac1{|G|}\sum_g\chi(g)\chi(aga^{-1}) .$$

Now $\chi(aga^{-1})^*$ is the character of the partner; using $a^{-1}$ in place of $a$ makes no difference, because the two differ by conjugation with $a^2$, which lies in the commutative group $G$. Orthogonality of characters gives $1$, $-1$ or $0$ for types (a), (b), (c). For a continuous group the sum is an average.

In the field, every antiunitary element found above is $K$ times a half turn or a reflection. Since $U_g$ is a real operation, $K$ commutes with it, and

$$(U_gK)^2=U_g^2=E .$$

The sum equals 1 for every label. All irreducible corepresentations are one-dimensional and of type (a). They can be named by the representations of $G$, and symmetry forces no degeneracy. Accidental crossings remain possible.

**Limit $B=0$.** Here $K$ alone is a symmetry. Adjoin it to $C_{\infty h}$. The squares of $KC(\varphi)$ are $C(2\varphi)$, whose character is $e^{-2im\varphi}$, and the products with $i$ give the same squares. The average is 1 for $m=0$ and 0 for $m\ne0$: type (c), which pairs $+m$ with $-m$. The orbitals gave 1.000 for $m=0$ and 0.000 for $m=-1$. The criterion does detect a degeneracy when there is one. A parallel field removes $K$ and keeps only products that return $m$ to itself: $\sigma_v$ turns $m$ into $-m$, and $K$ turns it back.

## Labels and their reduction

In the parallel field the label is $m$ with g or u. Since $\sigma_h=iC(\pi)$, its character is the parity times $(-1)^m$ and brings no new information.

In the perpendicular field, A and B denote characters $+1$ and $-1$ under $C_{2x}$, the half turn about the field. To reduce a zero-field level with $\lambda=|m|$, use the real functions

$$f(\rho,z)\cos\lambda\phi,\qquad f(\rho,z)\sin\lambda\phi,\qquad f(\rho,-z)=p_zf(\rho,z).$$

Inversion sends $z\to-z$ and $\phi\to\phi+\pi$, so the parity is $p=p_z(-1)^\lambda$. The half turn $C_{2x}$ sends $z\to-z$ and $\phi\to-\phi$. The cosine has character $p_z=p(-1)^\lambda$ and the sine has the opposite one. For $\lambda=0$ there is only the cosine, with character $p$; for $\lambda>0$ one function of each sign occurs:

$$\sigma_g\to A_g,\quad\sigma_u\to B_u,\quad\pi_u\to A_u+B_u,\quad\pi_g,\delta_g\to A_g+B_g,\quad\delta_u\to A_u+B_u .$$

In $\pi_u$, for instance, the function like $x$, along the field, is $A_u$, and the one like $y$ is $B_u$. The latter shares its label with $\sigma_u$, which behaves like $z$. The operator $L_x=-i(y\partial_z-z\partial_y)$ gives $L_xz=-iy$, so the field does mix the two.

The numbers show this mixing. The lowest $\sigma_u$ level lies at $-0.66721$ hartree without field and at $-0.67960$ hartree, as $B_u$, in the perpendicular field. The diamagnetic term in (3) is nowhere negative, and by the variational principle it cannot lower the lowest level of a given label. The drop of 0.0124 hartree (0.0129 in a near-complete basis) must come from $\tfrac12BL_x$. It is a net effect: taken alone, the diamagnetic term raises the level by 0.019 hartree and $\tfrac12BL_x$ lowers it by 0.033 hartree.

In the oblique field $C_{2x}$ is gone and the labels are $A_g$ and $A_u$. The mean value $\langle C_{2x}\rangle$ would be $\pm1$ if the old label survived. For the third orbital at $30^\circ$ it is $0.061$, so the A-type weight is $(1+0.061)/2=0.53$. In the parallel limit this orbital has $m=-1$. There the value would be zero, because $C_{2x}$ turns $m=-1$ into the orthogonal $m=+1$. The ground orbital still has $+1.000$ to the digits shown: a broken symmetry may be hard to see in a particular state.

Parity survives at every angle, so levels of opposite parity may cross as the field tilts. Compare the third ungerade level with the second gerade one. The ungerade level lies 0.0161 hartree above in the parallel field ($-0.29053$ against $-0.30668$) and 0.0518 hartree below in the perpendicular field ($-0.36740$ against $-0.31556$). Levels followed continuously in angle must therefore cross in between. At $30^\circ$ they are 0.27 mhartree apart in this basis, but that small gap is not converged. Going to aug-cc-pVQZ moves the three lowest orbitals by 0.1 to 0.6 mhartree, which understates the remaining error, and at $30^\circ$ it lowers the second gerade level by 2.7 mhartree against 0.5 for the ungerade one, reversing their order. Both bases lack diffuse $d$ functions. In a near-complete basis the ungerade level lies 12 mhartree above at $30^\circ$, the crossing moves to about $50^\circ$, and in the parallel field the second gerade level is the $m=-2$ orbital, 0.4 mhartree below the $m=0$ one, with the gap to the ungerade level at 0.0185 hartree. The existence of a crossing is safer, because it needs only the opposite order at the two end points, where the gaps are much larger. The perpendicular gap does shrink, to about 0.03 hartree when diffuse functions are added to aug-cc-pVQZ, but the order at both ends stays the same.

## What the antiunitary half gives: real matrices

The element $a=U(\sigma_{xz})K$ is present in all three orientations. Take real basis functions that are even or odd in $y$, and multiply the odd ones by $i$. An even function is reproduced by $a$. For an odd function $h$,

$$a(ih)=U(\sigma_{xz})(-ih)=-i(-h)=ih ,$$

so it is reproduced as well. For any two such functions, antiunitarity and $aH=Ha$ give

$$\langle f_i|Hf_j\rangle=\langle aHf_j|af_i\rangle=\langle Hf_j|f_i\rangle=\langle f_i|Hf_j\rangle^* .\tag{6}$$

The Hamiltonian matrix is real symmetric even though the field makes the orbitals complex. With real coefficients they obey $\psi(x,-y,z)^*=\psi(x,y,z)$, and their density is even in $y$.

One can see directly where (6) would fail. $L_x$ and $L_z$ have imaginary matrix elements between real functions and connect even with odd functions of $y$; the factor $i$ makes these elements real. $L_y$ connects functions of equal $y$-parity and would stay imaginary, but $B_y=0$. A numerical test confirmed the vanishing imaginary part at all three angles.

## A consequence that inversion cannot supply

The orbital response to the field is governed by the kinetic angular momentum

$$\boldsymbol\Lambda=\mathbf r\times(\mathbf p+\mathbf A)=\mathbf L+\tfrac12\left[\mathbf Br^2-\mathbf r(\mathbf B\cdot\mathbf r)\right].$$

Differentiating (3) gives $\partial H/\partial\mathbf B=\tfrac12\mathbf L+\tfrac14[\mathbf Br^2-\mathbf r(\mathbf B\cdot\mathbf r)]=\tfrac12\boldsymbol\Lambda$. For a nondegenerate level the Hellmann–Feynman theorem yields

$$\frac{\partial E}{\partial\mathbf B}=\tfrac12\langle\boldsymbol\Lambda\rangle .\tag{7}$$

Use $a=U(C_{2y})K$ in the oblique field. The half turn keeps $L_y$ and $K$ reverses it. The remaining part of $\Lambda_y$ is $-\tfrac12y(\mathbf B\cdot\mathbf r)$, because $B_y=0$. The half turn keeps $y$ but reverses $x$ and $z$, hence $\mathbf B\cdot\mathbf r$. So $a\Lambda_ya^{-1}=-\Lambda_y$. In a nondegenerate level $a\psi$ is $\psi$ times a phase, and

$$\langle\Lambda_y\rangle=\langle a\psi|a\Lambda_ya^{-1}|a\psi\rangle^*=-\langle\Lambda_y\rangle=0 .$$

Inversion leaves all components of $\boldsymbol\Lambda$ unchanged and forbids none of them.

For the ground orbital at $30^\circ$, $\langle\boldsymbol\Lambda\rangle=(0.0785,\,0,\,0.1086)\,\hbar$. It makes an angle $\arctan(0.0785/0.1086)=35.9^\circ$ with the bond, so it stays in the plane but is not parallel to the field. For the third orbital it is $(0.426,\,0,\,-0.379)\,\hbar$ in this basis; the two nonzero components still change by up to about 0.03 as the basis is enlarged, while the zero is exact. As a control, a potential $kyz$ with $k=0.005$ hartree/bohr$^2$ was added. It is even under inversion but odd under $C_{2y}$ and $\sigma_{xz}$. It is also unbounded below, so it serves only as a symmetry test of the matrix in the finite basis. The third orbital, still ungerade, then acquired $\langle\Lambda_y\rangle=0.0227\,\hbar$ (about $0.029\,\hbar$ in larger bases). The zero was due to the antiunitary elements.

**Weak-field limit.** The ground level is nondegenerate at $B=0$ and has no linear shift, since $K$ makes its energy even in $\mathbf B$. To second order the shift is a quadratic form invariant under rotations about the bond, $c_\parallel B_z^2+c_\perp B_x^2$, so

$$E(\beta)-E(0)=\left[E(90^\circ)-E(0)\right]\sin^2\beta .$$

The energies $-1.09437$ and $-1.09595$ hartree give a bracket of 1.58 mhartree. At $30^\circ$ this predicts $1.58/4=0.40$ mhartree; the calculated difference is $-1.09555+1.09595=0.00040$ hartree. Equation (7) gives the slope independently:

$$\frac{dE}{d\beta}=\tfrac12B\left(\Lambda_x\cos\beta-\Lambda_z\sin\beta\right)=0.1\,(0.0680-0.0543)=0.00137\ \text{hartree/rad},$$

in agreement with $1.58\sin60^\circ=1.37$ mhartree/rad. In a near-complete basis these ground-orbital numbers move in the last digit, to $\langle\boldsymbol\Lambda\rangle=(0.0783,\,0,\,0.1084)\,\hbar$, $35.8^\circ$, a bracket of 1.57 mhartree and a slope of 1.36 mhartree/rad. At this fixed bond length the ground orbital prefers the parallel orientation.

## Spin–orbit coupling and several electrons

With spin–orbit coupling, $K$ must be replaced by $\theta=-i\sigma_yK$, and the operations must also turn the spin. The matrix $-i\sigma_y$ is real and its square is $-1$, so $\theta^2=-1$. At zero field $\theta$ alone is a symmetry. Adjoined to the commutative double group of $C_i$ it gives type (b), and adjoined to that of $C_{\infty h}$ it gives type (c), pairing opposite half-integer projections of the total angular momentum on the bond. Either way the levels form Kramers pairs. In the field $\theta$ occurs only together with a half turn or a reflection. A half turn of a spinor about $\mathbf n$ is $-i\boldsymbol\sigma\cdot\mathbf n$, whose square is also $-1$. It commutes with $\theta$, because $\theta$ reverses both $i$ and $\boldsymbol\sigma$. Hence

$$(\theta C_2)^2=\theta^2C_2^2=(-1)(-1)=+1 .$$

A reflection is $iC_2$, and inversion does not act on spin, so its combination with $\theta$ also squares to $+1$. The unitary double groups are still commutative, and type (a) persists: the field leaves no Kramers degeneracy in any of the three orientations.

For several electrons without spin–orbit coupling, the repulsion depends on distances and is unchanged by $K$ and by a common $U_g$. The rule (1)–(2) holds for the total Hamiltonian. In a mean-field calculation, orbital labels need one more condition: the self-consistent potential, including any exchange operator, must itself be invariant. A solution that breaks some of the operations loses the labels belonging to them, although the full Hamiltonian keeps them. The labels also change if the two nuclei carry different charges, which removes $i$. In a non-uniform field the condition applies to the whole field pattern, $\det(g)\,g\mathbf B(g^{-1}\mathbf r)=\pm\mathbf B(\mathbf r)$, and the labels survive only as far as it is met. The complete numerical output follows.

## Computed values

```
bond length R = 2.0 bohr
field B = 0.2 a.u. = 4.7010e+04 T
basis functions: 46; sampled operations: 48
largest covariance error = 9.6e-15 hartree
parallel (0 deg): 24 unitary, 24 antiunitary
  1: E = -1.09595 hartree, m=+0 g
  2: E = -0.65901 hartree, m=+0 u
  3: E = -0.49053 hartree, m=-1 u
  4: E = -0.30668 hartree, m=+0 g
  5: E = -0.29053 hartree, m=+1 u
  6: E = -0.25483 hartree, m=-1 g
perpendicular (90 deg): 4 unitary, 4 antiunitary
  unitary: C2x E i s_yz
  K times: C2y C2z s_xy s_xz
  1: E = -1.09437 hartree, Ag
  2: E = -0.67960 hartree, Bu
  3: E = -0.40686 hartree, Au
  4: E = -0.36740 hartree, Bu
  5: E = -0.31556 hartree, Ag
  6: E = -0.29481 hartree, Ag
oblique (30 deg): 2 unitary, 2 antiunitary
  unitary: E i
  K times: C2y s_xz
  1: E = -1.09555 hartree, Ag, <C2x>=+1.000
  2: E = -0.66498 hartree, Au, <C2x>=-0.997
  3: E = -0.47485 hartree, Au, <C2x>=+0.061
  4: E = -0.30517 hartree, Au, <C2x>=-0.082
  5: E = -0.30490 hartree, Ag, <C2x>=+0.991
  6: E = -0.27596 hartree, Ag, <C2x>=+0.440
parallel: E(m=+1,u) - E(m=-1,u) = 0.200000 hartree
B=0, K added to C_inf_h: test sum m=0: 1.000, m=-1: 0.000
B=0 sigma_g: E = -1.10230 hartree -> Ag
B=0 sigma_u: E = -0.66721 hartree -> Bu
B=0 pi_u: E = -0.42697 hartree -> Au+Bu
B=0 pi_g: E = -0.20151 hartree -> Ag+Bg
B=0 delta_g: E = 0.04675 hartree -> Ag+Bg
B=0 delta_u: E = 0.34839 hartree -> Au+Bu
spinor: theta^2 = -1, (theta C2)^2 = +1
oblique orbital 1: Lam_x = 0.07850, |Lam_y| = 0.00000, Lam_z = 0.10863 hbar
oblique orbital 3: Lam_x = 0.42604, |Lam_y| = 0.00000, Lam_z = -0.37930 hbar
added potential k*y*z, k = 0.005 hartree/bohr^2
  orbital 3 then has Lam_y = 0.02274 hbar
larger basis, parallel: shifts of orbitals 1-3 = -0.24, -0.31, -0.11 mhartree
larger basis, perpendicular: shifts of orbitals 1-3 = -0.25, -0.49, -0.64 mhartree
larger basis, oblique: shifts of orbitals 1-3 = -0.25, -0.37, -0.11 mhartree
```
